# The Thermal Gap of a Two-Dimensional Large-N Soft Mode at Criticality: verification in Python

```python
# Result under test: for an N-component soft mode in two dimensions with
# short-range forces, N -> infinity, at the quantum critical coupling,
#     gap / kT -> 2 ln((1 + sqrt 5)/2)   as T -> 0.
# Lagrangian density: rho/2 (d_t phi)^2 - rho c^2/2 (grad phi)^2
#                     - r/2 phi^2 - u/(4N) (phi^2)^2.
# gap   : energy of the k = 0 mode;  kappa = hbar c k;  top = cutoff of kappa
# U     : hbar^2 u / (2 pi rho^2 c^2), energy scale of the quartic coupling
# gap0  : gap at zero temperature (zero at the critical coupling)
# Self-consistency: (gap^2 - gap0^2)/U = change of the mode integral
#     int kappa dkappa coth(E/2kT)/(2E),  E^2 = gap^2 + kappa^2.
import numpy as np
from math import comb
from scipy.optimize import brentq
from scipy import constants as const

LIMIT = 2*np.log((1 + np.sqrt(5))/2)

# ---------- mode integral by quadrature in ln(kappa) ----------
nodes, weights = np.polynomial.legendre.leggauss(600)
LOG_NODES, LOG_WEIGHTS = 20*(nodes + 1), 20*weights


def no_extra(kappa):
    return 0*kappa


def mode_change(gap, kT, top, gap0=0.0, extra=no_extra):
    """Mode integral at (gap, kT) minus that at (gap0, zero temperature)."""
    kappa = top*np.exp(-LOG_NODES)
    energy = np.sqrt(gap**2 + kappa**2 + extra(kappa))
    reference = np.sqrt(gap0**2 + kappa**2 + extra(kappa))
    change = 1/np.tanh(energy/(2*kT))/(2*energy) - 1/(2*reference)
    return np.sum(LOG_WEIGHTS*kappa**2*change)


def solve_gap(kT, inverse_U, top, gap0=0.0, channels=((1.0, no_extra),)):
    def mismatch(gap):
        total = sum(share*mode_change(gap, kT, top, gap0, extra)
                    for share, extra in channels)
        return (gap**2 - gap0**2)*inverse_U - total
    return brentq(mismatch, 1e-6*kT, 20*kT + 2*gap0, xtol=1e-13*kT)


# ---------- test: Matsubara sum by explicit addition ----------
kT_test, omega_test = 0.7, 1.3
index = np.arange(1, 1000001)
explicit = kT_test*(1/omega_test**2
                    + 2*np.sum(1/((2*np.pi*kT_test*index)**2 + omega_test**2)))
assert abs(explicit - 1/np.tanh(omega_test/(2*kT_test))/(2*omega_test)) < 1e-6

# ---------- test: closed form of the mode integral, and monotony ----------
for x in (0.3, 1.0, 2.5):
    top = 40.0
    edge = np.sqrt(top**2 + x**2)
    closed = np.log(np.sinh(edge/2)/np.sinh(x/2)) - top/2
    assert abs(mode_change(x, 1.0, top) - closed) < 1e-8
samples = [mode_change(x, 1.0, 40.0) for x in np.linspace(0.05, 6, 60)]
assert np.all(np.diff(samples) < 0)

# ---------- test: limiting ratio and its first corrections ----------
ratio_numeric = solve_gap(1.0, 0.0, 1e5)
assert abs(ratio_numeric - LIMIT) < 1e-5
slope = 2/np.sqrt(5)*LIMIT**2
shift_coupling = solve_gap(1.0, 1e-3, 1e6) - LIMIT
shift_cutoff = solve_gap(1.0, 0.0, 1e3) - LIMIT
assert abs(shift_coupling/(-slope*1e-3) - 1) < 0.02
assert abs(shift_cutoff/(slope*1e-3/4) - 1) < 0.02

# ---------- test: detuned to the paraelectric side ----------
for inverse_U in (0.0, 0.2):
    for gap0 in (0.3, 2.0):
        law = brentq(lambda x: (x**2 - gap0**2)*inverse_U - gap0/2
                     + np.log(2*np.sinh(x/2)), 1e-6, 30)
        assert abs(solve_gap(1.0, inverse_U, 1e5, gap0) - law) < 2e-5

# ---------- test: square lattice instead of a sharp cutoff ----------
v, wv = np.polynomial.legendre.leggauss(160)
s, ws = np.polynomial.legendre.leggauss(40)
v, wv, s, ws = (v + 1)/2, wv/2, (s + 1)/2, ws/2
kx = (np.pi*v**3)[:, None]
ky = kx*s[None, :]
area = kx*(3*np.pi*v**2*wv)[:, None]*ws[None, :]
band = 4*np.sin(kx/2)**2 + 4*np.sin(ky/2)**2


def lattice_ratio(kT):
    def mismatch(x):
        energy = np.sqrt((x*kT)**2 + band)
        return np.sum(area*(1/np.tanh(energy/(2*kT))/energy
                            - 1/np.sqrt(band)))
    return brentq(mismatch, 0.01, 10)


lattice_warm, lattice_cold = lattice_ratio(0.02), lattice_ratio(0.01)
lattice_limit = 2*lattice_cold - lattice_warm
assert abs(lattice_limit - LIMIT) < 1e-3

# ---------- test: saddle point against exact diagonalization ----------
# One site, hbar = mass = kT = 1: H = p^2/2 + r x^2/2 + u (x^2)^2/(4N)
SITE_R, SITE_U = -1.0, 4.0
site_hot = brentq(lambda w: w*w - SITE_R - SITE_U/np.tanh(w/2)/(2*w), 0.1, 9)
site_cold = brentq(lambda w: w*w - SITE_R - SITE_U/(2*w), 0.1, 9)
site_fluctuation = 1/np.tanh(site_hot/2)/(2*site_hot)


def diagonalize_site(components, size=60, l_max=120):
    """Thermal <x^2>/N and lowest excitation energy of the N-component site."""
    n = np.arange(size + 2)
    energies, squares, counts = [], [], []
    for l in range(l_max):
        half = l + components/2
        off = np.sqrt((n[:-1] + 1)*(n[:-1] + half))/site_hot
        square = (np.diag((2*n + half)/site_hot)
                  - np.diag(off, 1) - np.diag(off, -1))
        ham = (np.diag(site_hot*(2*n + half))
               + (SITE_R - site_hot**2)/2*square
               + SITE_U/(4*components)*square @ square)[:size, :size]
        level, vector = np.linalg.eigh(ham)
        energies.append(level)
        squares.append(np.sum(vector*(square[:size, :size] @ vector), axis=0))
        lower = comb(components + l - 3, l - 2) if l >= 2 else 0
        counts.append(float(comb(components + l - 1, l) - lower))
    energies, squares = np.array(energies), np.array(squares)
    boltzmann = np.array(counts)[:, None]*np.exp(-(energies - energies.min()))
    mean = np.sum(boltzmann*squares)/np.sum(boltzmann)/components
    return mean, energies[1, 0] - energies[0, 0]


site_errors = {}
for components in (2, 8, 16, 32):
    mean, excitation = diagonalize_site(components)
    site_errors[components] = (site_fluctuation/mean - 1,
                               site_cold/excitation - 1)
for kind in (0, 1):
    assert abs(site_errors[32][kind]) < 0.06
    assert 0.4 < site_errors[32][kind]/site_errors[16][kind] < 0.62

# ---------- worked example: ultrathin film, round rough parameters ----------
MEV = 1e-3*const.e
k_mev = const.k/MEV
cell_nm, layers, in_plane = 0.4, 3, 2
thick_nm = cell_nm*layers
hbar_c = 5.0                      # meV nm
mode_mev, mode_permittivity = 10.0, 300.0
quartic = 7e9                     # J m^5/C^4, energy density quartic/4 P^4
temperature = 1.0                 # K
detuning = 0.02                   # meV

speed = hbar_c*MEV*1e-9/const.hbar
inertia = 1/(const.epsilon_0*mode_permittivity*(mode_mev*MEV/const.hbar)**2)
rho_sheet = inertia*thick_nm*1e-9
u_sheet = in_plane*quartic*thick_nm*1e-9
U = const.hbar**2*u_sheet/(2*np.pi*rho_sheet**2*speed**2)/MEV
cutoff = 2*np.sqrt(np.pi)/cell_nm
top = hbar_c*cutoff
kT = k_mev*temperature

gap = solve_gap(kT, 1/U, top)
first_order = LIMIT + slope*(kT/(4*top) - kT/U)
gap_half_cutoff = solve_gap(kT, 1/U, top/2)
gap_detuned = solve_gap(kT, 1/U, top, detuning)

# higher standing waves across the film
step = np.pi*hbar_c/thick_nm
bands = [(1.0, lambda q, m=m: (m*step)**2 + 0*q) for m in range(layers)]
gap_bands = solve_gap(kT, 1/U, top, 0.0, bands)

# depolarizing field of the longitudinal in-plane polarization, in vacuum
depolar_mev = const.hbar/np.sqrt(const.epsilon_0*inertia)/MEV


def depolarizing(kappa):
    kd = kappa/hbar_c*thick_nm
    factor = np.where(kd < 1e-4, kd/2, 1 + np.expm1(-kd)/kd)
    return depolar_mev**2*factor


split = ((0.5, no_extra), (0.5, depolarizing))
gap_depolar = solve_gap(kT, 1/U, top, 0.0, split)
cold_kT = 0.01*k_mev
ratio_depolar_cold = solve_gap(cold_kT, 1/U, top, 0.0, split)/cold_kT
assert abs(ratio_depolar_cold - LIMIT) < 0.01
thermal_kappa = np.array([kT])
stiffening = depolarizing(thermal_kappa)[0]/(gap**2 + kT**2)

stiffness = inertia*(gap*MEV/const.hbar)**2
permittivity = 1/(const.epsilon_0*stiffness)
field = np.sqrt(stiffness**3/quartic)/100


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("golden ratio", (1 + np.sqrt(5))/2, "", ".6f")
show("limit of gap/kT", LIMIT, "", ".6f")
show("gap/kT by quadrature, kT/cutoff 1e-5", ratio_numeric, "", ".6f")
show("slope (2/sqrt5) x0^2", slope, "", ".4f")
show("lattice gap/kT at kT = 0.02 hbar c/a", lattice_warm, "", ".5f")
show("lattice gap/kT at kT = 0.01 hbar c/a", lattice_cold, "", ".5f")
show("lattice gap/kT extrapolated to T = 0", lattice_limit, "", ".5f")
for components, (e_square, e_gap) in site_errors.items():
    print(f"one site N={components}: large-N error in <x^2> "
          f"{100*e_square:.2f} %, in T=0 excitation {100*e_gap:.2f} %")
show("film: cell", cell_nm, "nm")
show("film: thickness", thick_nm, "nm")
show("film: in-plane components", in_plane)
show("film: hbar c", hbar_c, "meV nm")
show("film: mode speed c", speed, "m/s")
show("film: mode energy used for inertia", mode_mev, "meV")
show("film: permittivity used for inertia", mode_permittivity)
show("film: inertia per volume", inertia, "J m s^2/C^2")
show("film: quartic coefficient", quartic, "J m^5/C^4")
show("film: cutoff wavenumber", cutoff, "1/nm")
show("film: T_Lambda", top/k_mev, "K")
show("film: T_u", U/k_mev, "K")
show("film: temperature", temperature, "K")
show("film: kT", kT, "meV", ".5f")
show("film: limiting-law gap", LIMIT*kT, "meV", ".5f")
show("film: solved gap", gap, "meV", ".5f")
show("film: solved gap as frequency", gap*MEV/const.h/1e9, "GHz")
show("film: solved gap/kT", gap/kT, "", ".4f")
show("film: first-order gap/kT", first_order, "", ".4f")
show("film: correlation length hbar c/gap", hbar_c/gap, "nm")
show("film: static permittivity", permittivity, "", ".3g")
show("film: field where response bends", field, "V/cm", ".3g")
for t in (0.1, 0.3, 3.0, 10.0):
    g = solve_gap(k_mev*t, 1/U, top)
    print(f"film at {t} K: gap {g:.5f} meV, gap/kT {g/(k_mev*t):.4f}")
show("cutoff halved: gap change", 100*(gap_half_cutoff/gap - 1), "%", ".3f")
show("first standing wave across film", step, "meV")
show("standing waves: gap change", 100*(gap_bands/gap - 1), "%", ".3f")
show("detuning: zero-temperature gap", detuning, "meV")
show("detuning: gap change", 100*(gap_detuned/gap - 1), "%", ".2f")
show("out-of-plane depolarizing energy", depolar_mev, "meV")
show("longitudinal stiffening at kappa = kT", stiffening, "times", ".3g")
show("depolarizing field: gap change", 100*(gap_depolar/gap - 1), "%", ".2f")
show("depolarizing field: gap/kT at 1 K", gap_depolar/kT, "", ".4f")
show("depolarizing field: gap/kT at 0.01 K", ratio_depolar_cold, "", ".4f")
print("no test failed")
```

Output:

```
golden ratio: 1.618034
limit of gap/kT: 0.962424
gap/kT by quadrature, kT/cutoff 1e-5: 0.962426
slope (2/sqrt5) x0^2: 0.8285
lattice gap/kT at kT = 0.02 hbar c/a: 0.96198
lattice gap/kT at kT = 0.01 hbar c/a: 0.96218
lattice gap/kT extrapolated to T = 0: 0.96238
one site N=2: large-N error in <x^2> 30.46 %, in T=0 excitation -21.94 %
one site N=8: large-N error in <x^2> 7.33 %, in T=0 excitation -6.78 %
one site N=16: large-N error in <x^2> 3.59 %, in T=0 excitation -3.47 %
one site N=32: large-N error in <x^2> 1.77 %, in T=0 excitation -1.75 %
film: cell: 0.4 nm
film: thickness: 1.2 nm
film: in-plane components: 2
film: hbar c: 5 meV nm
film: mode speed c: 7596 m/s
film: mode energy used for inertia: 10 meV
film: permittivity used for inertia: 300
film: inertia per volume: 1.631e-18 J m s^2/C^2
film: quartic coefficient: 7e+09 J m^5/C^4
film: cutoff wavenumber: 8.862 1/nm
film: T_Lambda: 514.2 K
film: T_u: 9.743 K
film: temperature: 1 K
film: kT: 0.08617 meV
film: limiting-law gap: 0.08294 meV
film: solved gap: 0.07687 meV
film: solved gap as frequency: 18.59 GHz
film: solved gap/kT: 0.8921
film: first-order gap/kT: 0.8778
film: correlation length hbar c/gap: 65.04 nm
film: static permittivity: 5.08e+06
film: field where response bends: 0.397 V/cm
film at 0.1 K: gap 0.00822 meV, gap/kT 0.9541
film at 0.3 K: gap 0.02426 meV, gap/kT 0.9385
film at 3.0 K: gap 0.20689 meV, gap/kT 0.8003
film at 10.0 K: gap 0.55472 meV, gap/kT 0.6437
cutoff halved: gap change: 0.032 %
first standing wave across film: 13.09 meV
standing waves: gap change: -0.102 %
detuning: zero-temperature gap: 0.02 meV
detuning: gap change: 10.20 %
out-of-plane depolarizing energy: 173.2 meV
longitudinal stiffening at kappa = kT: 2.31e+04 times
depolarizing field: gap change: -5.79 %
depolarizing field: gap/kT at 1 K: 0.8404
depolarizing field: gap/kT at 0.01 K: 0.9607
no test failed
```
